\section*{Surface energy of a wafer bond from the blade test}

\section*{Situation and data}

Two equal wafers are bonded face to face. A blade of thickness $h_b$ is pushed into the bond from the edge and then held still. A crack runs ahead of it and comes to rest at a distance $L$ from the line where the blade touches the wafers. The data are

\begin{itemize}
\item Young's modulus $E=1.0548$ eV/\AA$^3$,
\item thickness of each wafer $t=7.25\times10^{6}$ \AA,
\item blade thickness $h_b=1.00\times10^{6}$ \AA,
\item debond length $L=2.00\times10^{8}$ \AA.
\end{itemize}

The surface energy $\gamma$ is defined as half the work per area needed to separate the bond: separation creates two surfaces, and each is assigned $\gamma$. The bond energy is therefore $2\gamma$.

Treat a strip of unit width with a straight crack front. Forces and energies are per unit width. The wafers are linearly elastic and flat before the blade enters, and friction is neglected. The algebra is in atomic units, with lengths in bohr and energies in hartree. Since no constant of nature enters, the same formulas accept eV and \AA.

\section*{Part (a): shape of a debonded wafer}

\textbf{Question.} Treat each debonded strip as a thin cantilever clamped at the crack front. Find its bending rigidity, its deflection $w(x)$ and the blade force $P$. Check that the slopes and strains are small.

\textbf{Answer.} Let $x$ run from the crack front, $x=0$, to the blade, $x=L$, and count $w$ positive away from the other wafer. No net force acts along the strip, so its midplane is unstretched. A layer at height $z$ above the midplane then has strain $-z\,w''$ for small slopes. With stress along the strip only, the bending energy per area is
\begin{equation}
\int_{-t/2}^{t/2}\frac{E}{2}\,(z\,w'')^2\,dz=\frac{D}{2}\,(w'')^2,
\qquad D=\frac{Et^3}{12}.
\end{equation}

The part of the strip between $x$ and the blade is in equilibrium, so the bending moment $Dw''$ balances the moment of $P$ about $x$:
\begin{equation}
D\,w''=P(L-x),\qquad w(0)=w'(0)=0 .
\end{equation}
Integrating twice, with both constants zero because of the clamp, gives
\begin{equation}
w'=\frac{P}{D}\left(Lx-\frac{x^2}{2}\right),\qquad
w=\frac{P}{6D}\left(3Lx^2-x^3\right).
\end{equation}
By symmetry each wafer is lifted by half the blade thickness, $\delta=h_b/2$. Setting $w(L)=PL^3/(3D)=\delta$ yields
\begin{equation}
P=\frac{3D\delta}{L^3}.
\end{equation}
The slope is largest at the blade. The strain is largest at the clamp, on the wafer faces $z=\pm t/2$:
\begin{equation}
w'(L)=\frac{PL^2}{2D}=\frac{3\delta}{2L},\qquad
\frac{t}{2}\,w''(0)=\frac{t}{2}\,\frac{PL}{D}=\frac{3t\delta}{2L^2}.
\end{equation}

With $\delta=5.00\times10^5$ \AA\ and $D=3.350\times10^{19}$ eV, the numbers are
\begin{align}
P&=\frac{3(3.350\times10^{19})(5.00\times10^{5})}{(2.00\times10^{8})^3}
=6.28\ \text{eV/\AA}^2,\\
w'(L)&=\frac{3(5.00\times10^5)}{2(2.00\times10^8)}=0.00375,\\
\frac{3t\delta}{2L^2}&=\frac{3(7.25\times10^6)(5.00\times10^5)}{2(2.00\times10^8)^2}
=1.36\times10^{-4}.
\end{align}
Small-slope linear elasticity is justified.

Shear of the strip has been left out. With shear modulus $\mu$, the mean shear strain $P/(\mu t)$ would add a deflection of about $PL/(\mu t)$. Compared with the bending deflection $PL^3/(3D)=4PL^3/(Et^3)$, this is a fraction $(E/4\mu)(t/L)^2$. For $\mu$ comparable to $E$ it is of order $10^{-3}$ or less here.

\section*{Part (b): where the crack stops}

\textbf{Question.} Find the elastic energy stored in the two wafers. Assume that the crack is in equilibrium and that nothing is dissipated, and derive $\gamma$ in terms of $E$, $t$, $h_b$ and $L$. Decide whether the equilibrium is stable.

\textbf{Answer.} The force grows in proportion to the deflection, so the work done in bending one wafer is $P\delta/2$. For two wafers,
\begin{equation}
U(L)=2\cdot\frac{P\delta}{2}=\frac{3D\delta^2}{L^3}
=\frac{3}{L^3}\cdot\frac{Et^3}{12}\cdot\frac{h_b^2}{4}
=\frac{Et^3h_b^2}{16L^3}.
\end{equation}

While the crack advances, the blade stands still and $\delta$ is fixed. The blade force acts through no displacement and does no work. The energy that can change is therefore the elastic energy plus the cost of the new surfaces,
\begin{equation}
F(L)=\frac{Et^3h_b^2}{16L^3}+2\gamma L+\text{constant}.
\end{equation}
At equilibrium its derivative vanishes:
\begin{equation}
\frac{dF}{dL}=-\frac{3Et^3h_b^2}{16L^4}+2\gamma=0
\quad\Longrightarrow\quad
\gamma=\frac{3Et^3h_b^2}{32L^4}.
\label{eq:gamma}
\end{equation}
The second derivative,
\begin{equation}
\frac{d^2F}{dL^2}=\frac{3Et^3h_b^2}{4L^5}>0,
\end{equation}
shows that this is a minimum. A shorter crack releases more elastic energy per advance than the surfaces cost, so it grows. A longer one releases too little to advance further. This is why the crack stops at a definite length in front of a stationary blade.

If the length is read while the crack is still creeping forward, $L$ is too small and equation (\ref{eq:gamma}) gives too large a value. If opening the bond also dissipates energy, the energy released at arrest is not purely a surface energy, and $\gamma$ loses its meaning as an equilibrium quantity.

\section*{Part (c): the numerical value}

\textbf{Question.} Evaluate the bond energy and the surface energy for the given wafers.

\textbf{Answer.} Since $U$ varies as $L^{-3}$, the equilibrium condition can be written as $2\gamma=-dU/dL=3U/L$. The stored energy is
\begin{equation}
U=P\delta=(6.2807)(5.00\times10^5)=3.140\times10^{6}\ \text{eV/\AA},
\end{equation}
and hence
\begin{equation}
2\gamma=\frac{3(3.140\times10^{6})}{2.00\times10^{8}}
=0.0471\ \text{eV/\AA}^2,\qquad
\gamma=0.0236\ \text{eV/\AA}^2 .
\end{equation}
Converted to SI units, the bond energy is $0.755$ J/m$^2$ and the surface energy is $0.377$ J/m$^2$, or about $0.38$ J/m$^2$.

This value was checked by minimizing the bending energy on a grid, without assuming the cubic shape of part (a), and differentiating the minimum with respect to crack length. The two values of $\gamma$ agree to within one part in a thousand. Among trial lengths on both sides, the sum of elastic and surface energy was smallest at the given $L$. The grid value is $\gamma=0.02356$ eV/\AA$^2$, and the trial lengths were spaced $1.4$ per cent apart.

\section*{Part (d): error in the debond length}

\textbf{Question.} How does an error in $L$ affect $\gamma$? Consider a length misread by $1.0\times10^7$ \AA\ in either direction.

\textbf{Answer.} Taking the logarithm of equation (\ref{eq:gamma}) and differentiating gives, for small errors,
\begin{equation}
\frac{d\gamma}{\gamma}=\frac{dE}{E}+3\,\frac{dt}{t}+2\,\frac{dh_b}{h_b}-4\,\frac{dL}{L}.
\end{equation}
The debond length carries the largest factor. The stated misreading is 5 per cent of $L$, so the linear estimate is a change of 20 per cent in $\gamma$. The full fourth power gives
\begin{align}
L-10^7\ \text{\AA}:&\quad \gamma=0.0289\ \text{eV/\AA}^2\quad(+22.8\ \text{per cent}),\\
L+10^7\ \text{\AA}:&\quad \gamma=0.0194\ \text{eV/\AA}^2\quad(-17.7\ \text{per cent}),
\end{align}
relative to the value of part (c). The asymmetry comes from the next term of the expansion $(1+\epsilon)^{-4}=1-4\epsilon+10\epsilon^2-\dots$. With $\epsilon=\mp0.05$, the quadratic term adds $2.5$ per cent in both cases.

\section*{Part (e): two other geometries}

\textbf{Question.} How does equation (\ref{eq:gamma}) change (i) if one wafer is so thick that it does not bend, and (ii) if the strip is so wide that it cannot strain sideways? Take the material as isotropic with Poisson's ratio $\nu$.

\textbf{Answer.} (i) The thin wafer now takes the whole opening, $\delta=h_b$, and it alone stores energy:
\begin{equation}
U=\frac{3Dh_b^2}{2L^3},\qquad
2\gamma=-\frac{dU}{dL}=\frac{9Dh_b^2}{2L^4},\qquad
\gamma=\frac{9}{4L^4}\cdot\frac{Et^3}{12}\,h_b^2=\frac{3Et^3h_b^2}{16L^4}.
\end{equation}
For the same $L$, and with both cases clamped at the crack front, this is twice the symmetric result. The bonded region yields differently in the two geometries (see part (f)), so the true ratio departs from two by a few per cent. Doubling the deflection multiplies the energy of one wafer by four, while the number of bent wafers is halved.

(ii) Let $y$ be the sideways direction. Zero sideways strain requires $\sigma_y-\nu\sigma_x=0$, so $\sigma_y=\nu\sigma_x$. The strain along the strip is then
\begin{equation}
\varepsilon_x=\frac{\sigma_x-\nu\sigma_y}{E}=\frac{1-\nu^2}{E}\,\sigma_x .
\end{equation}
The strip bends as if its modulus were $E/(1-\nu^2)$, and $\gamma$ rises by the factor $1/(1-\nu^2)$. The value in part (c) does not include this factor. Whole wafers are much wider than $L$ and lie closer to this case; for $\nu=0.28$ the factor is $1.085$. In a single crystal, $E$ and $\nu$ depend on direction and must be taken for the direction in which the crack runs.

\section*{Part (f): how rigid is the clamp?}

\textbf{Question.} The bonded region near the crack front also deforms elastically. Estimate the effect on $\gamma$ by letting the material between each wafer's midplane and the bond act as a layer of springs.

\textbf{Answer.} By symmetry the bond plane stays in place. If the midplane rises by $w$, the layer of height $t/2$ has strain $2w/t$ and pulls back with stress $kw$, where $k=2E/t$. For $x<0$ the energy per area is $\tfrac12D(w'')^2+\tfrac12kw^2$. Making its integral stationary, with two integrations by parts, gives
\begin{equation}
D\,w''''+k\,w=0 .
\end{equation}
An exponential $e^{sx}$ solves this if $s^4=-k/D$. The roots are $s=(\pm1\pm i)/a$, and since $(1+i)^4=-4$,
\begin{equation}
a^4=\frac{4D}{k}=4\cdot\frac{Et^3}{12}\cdot\frac{t}{2E}=\frac{t^4}{6}.
\end{equation}
For a long bonded region, the solutions that die out as $x\to-\infty$ remain:
\begin{equation}
w=e^{x/a}\left[A\cos(x/a)+B\sin(x/a)\right].
\end{equation}
Its values at $x=0$ are
\begin{equation}
w=A,\quad w'=\frac{A+B}{a},\quad w''=\frac{2B}{a^2},\quad w'''=\frac{2(B-A)}{a^3}.
\end{equation}
No concentrated force or moment acts at $x=0$, so $w''$ and $w'''$ join those of the free part, $Dw''=PL$ and $Dw'''=-P$. This fixes
\begin{equation}
B=\frac{PLa^2}{2D},\qquad A=B+\frac{Pa^3}{2D}=\frac{Pa^2(L+a)}{2D}.
\end{equation}
The deflection at the blade is the lift at the crack front, plus the tilt there times $L$, plus the cantilever term:
\begin{align}
\delta&=A+\frac{A+B}{a}\,L+\frac{PL^3}{3D}\nonumber\\
&=\frac{P}{D}\left[\frac{a^2L+a^3}{2}+\frac{2aL^2+a^2L}{2}+\frac{L^3}{3}\right]
=\frac{P}{3D}\left[(L+a)^3+\frac{a^3}{2}\right].
\end{align}
Call the last bracket $\Lambda$. The system is still linear, so the two wafers and their springs store $P\delta=3D\delta^2/\Lambda$. With $d\Lambda/dL=3(L+a)^2$ and $\delta$ fixed, the surface energy in this estimate is
\begin{equation}
\gamma_s=-\frac12\frac{d}{dL}\frac{3D\delta^2}{\Lambda}
=\frac{9D\delta^2}{2}\,\frac{(L+a)^2}{\Lambda^2}.
\end{equation}
For $a\to0$ it becomes $9D\delta^2/(2L^4)$, which is equation (\ref{eq:gamma}).

Here $a=4.63\times10^6$ \AA, much less than $L$, so $a^3/2$ is negligible in $\Lambda$. The springs then act like an extra crack length $a$:
\begin{equation}
\gamma_s\approx\gamma\left(\frac{L}{L+a}\right)^4
=0.02355\left(\frac{2.000}{2.046}\right)^4
=0.0215\ \text{eV/\AA}^2 ,
\end{equation}
or $0.344$ J/m$^2$. This is $8.8$ per cent below the clamped value. A clamp makes the wafers too stiff and so overstates the energy released at the observed length.

The stiffness $k$ is itself a rough model, so the difference shows the size of the effect and is not an error bound. The figure of $0.38$ J/m$^2$ belongs to the clamped thin-beam model, and its second digit already depends on that idealization.

\section*{Numbers as computed}
\begin{verbatim}
Young's modulus: 1.0548 eV/angstrom^3
wafer thickness: 7.250e+06 angstrom
blade thickness: 1.000e+06 angstrom
debond length: 2.000e+08 angstrom
deflection of one wafer: 5.000e+05 angstrom
rigidity per width: 3.3497e+19 eV
blade force per width, one wafer: 6.2807e+00 eV/angstrom^2
slope at blade: 0.00375 (no unit)
largest bending strain: 1.359e-04 (no unit)
stored energy per width, one wafer: 1.5702e+06 eV/angstrom
stored energy per width, both: 3.1404e+06 eV/angstrom
bond energy 2 gamma: 0.04711 eV/angstrom^2
bond energy 2 gamma, converted: 0.755 J/m^2
surface energy gamma: 0.02355 eV/angstrom^2
surface energy gamma, converted: 0.377 J/m^2
gamma from numerical energy: 0.02356 eV/angstrom^2
rest length from energy minimum: 2.000e+08 angstrom
change of length tried: 1.0e+07 angstrom
gamma for shorter length: 0.02892 eV/angstrom^2
change for shorter length: 22.8 percent
gamma for longer length: 0.01938 eV/angstrom^2
change for longer length: -17.7 percent
spring decay length a: 4.632e+06 angstrom
gamma, spring estimate: 0.02149 eV/angstrom^2
gamma, spring numerical: 0.02150 eV/angstrom^2
gamma, spring estimate, converted: 0.344 J/m^2
change due to springs: -8.8 percent
\end{verbatim}
